# Configurational temperature from the Rugh identity as a time-step diagnostic, part 2

We seek the mismatch between two thermometers when a system with a general smooth, confining potential $U(q)$ is moved by velocity Verlet (half kick, drift, half kick) with time step $h$. There are $n$ Cartesian coordinates $q_i$ with momenta $p_i$ and masses $m_i$, collected in the diagonal matrix $M$. Write $v=M^{-1}p$, $H=\tfrac12p\cdot M^{-1}p+U$, $F=-\nabla U$, $K_{ij}=\partial_i\partial_jU$ and $L=\operatorname{tr}K$. Temperature $T$ is in energy units, with Boltzmann's constant one. Unlabelled brackets are canonical averages.

The thermometers are $T_{\rm kin}=\langle p\cdot v\rangle/n$ and $T_{\rm conf}=\langle|F|^2\rangle/\langle L\rangle$. They agree in the canonical ensemble, where any smooth field $V(q)$ that does not outgrow the Boltzmann factor satisfies

$$\langle V\cdot\nabla U\rangle=T\langle\nabla\!\cdot\!V\rangle .\tag{5}$$

For one harmonic oscillator of frequency $\Omega$ under Verlet, $T_{\rm conf}/T_{\rm kin}=1/(1-h^2\Omega^2/4)$. In general, Verlet follows, up to terms of order $h^4$, the shadow Hamiltonian

$$\tilde H=H+h^2G,\qquad G=\frac{v\cdot Kv}{12}-\frac{F\cdot M^{-1}F}{24}.\tag{7}$$

The weight $e^{-\tilde H/\tilde T}$, with shadow temperature $\tilde T$, is used only as an expansion in $h^2$ about the canonical weight; the trajectory must remain stable. A numerical test uses two coupled anharmonic coordinates with masses 1 and 3.

If each energy shell is sampled correctly but the narrow energy distribution has variance $\sigma^2$ instead of $\sigma_{\rm can}^2=T^2C$, with $C$ the total heat capacity, then without time-step error

$$\frac{T_{\rm conf}}{T_{\rm kin}}-1\simeq\frac1C\,\frac{d\ln\langle L\rangle}{d\ln T}\left(\frac{\sigma^2}{\sigma_{\rm can}^2}-1\right).\tag{6}$$

The numerical output also tests fixed-energy averages for unit masses and $U=r^2/2+r^4/4$ at $E=2$. There the inverse temperature is $\omega'/\omega$, with $\omega(E)$ the density of states. The Rugh average is that of $\nabla\!\cdot\!B$, with $B=\nabla H/|\nabla H|^2$ (full) or $B=(\nabla U/|\nabla U|^2,0)$ (configurational). The latter fails for $n=2$ because sampling misses a delta function at the origin.

Verlet preserves phase-space volume and, to this order, $\tilde H$. Suppose that a thermostat makes it sample $e^{-\tilde H/\tilde T}$. This is an assumption about the thermostat, not a consequence of the Verlet step. Langevin friction, which damps and kicks every momentum separately, need not satisfy it. If it acts at one common rate between Verlet steps on a harmonic system, it gives every mode the same kinetic temperature. The single-oscillator result then applies mode by mode, and the leading mismatch is $h^2\operatorname{tr}(KM^{-1}K)/(4L)$, which in general differs from the law derived below. If the friction acts instead in the middle of the drift (the BAOAB splitting), harmonic positions are sampled exactly, $T_{\rm conf}$ equals the target and the full-step $T_{\rm kin}$ is low, with leading mismatch $h^2\operatorname{tr}(M^{-1}K)/(4n)$. A mismatch alone therefore does not say which of the two thermometers is in error. Averages with the weight $e^{-\tilde H/\tilde T}$ carry a tilde. Integrating $\partial_{p_i}(p_ie^{-\tilde H/\tilde T})$ to zero and summing over $i$ gives

$$n\tilde T=\langle p\cdot\partial_p\tilde H\rangle^{\sim}=\langle p\cdot v\rangle^{\sim}+\frac{h^2}{6}\langle v\cdot Kv\rangle^{\sim},$$

because $p\cdot\partial_p$ doubles a quadratic form in $p$. In a term already multiplied by $h^2$ the ordinary canonical average at $\tilde T$ suffices. There $\langle v_iv_j\rangle=\tilde T\delta_{ij}/m_i$, so

$$\frac{T_{\rm kin}}{\tilde T}=1-\frac{h^2}{6n}\langle\operatorname{tr}M^{-1}K\rangle+O(h^4).\tag{8}$$

For the coordinates, integrate $\nabla_q\!\cdot(\nabla U\,e^{-\tilde H/\tilde T})$ to zero:

$$\tilde T\langle L\rangle^{\sim}=\langle|F|^2\rangle^{\sim}+h^2\langle\nabla_qG\cdot\nabla U\rangle+O(h^4).\tag{9}$$

Subscripts on $U$ denote derivatives. Averaging over momenta first replaces $v\cdot Kv$ by $\tilde T\sum_jU_{jj}/m_j$. The gradient of $\sum_jU_j^2/m_j$ has components $2\sum_jK_{ij}U_j/m_j$. Hence

$$\langle\nabla_qG\cdot\nabla U\rangle=\frac{\tilde T}{12}\Big\langle\sum_{ij}\frac{U_{ijj}U_i}{m_j}\Big\rangle-\frac1{12}\Big\langle\sum_{ij}\frac{U_iK_{ij}U_j}{m_j}\Big\rangle .$$

Apply (5) to the first average. It becomes $\tilde TW$, where $W=\langle\sum_{ij}U_{iijj}/m_j\rangle$. In the second, take $V_i=\sum_jK_{ij}U_j/m_j$. Its divergence has one part from differentiating $K$ and one from differentiating $U_j$:

$$\Big\langle\sum_{ij}\frac{U_iK_{ij}U_j}{m_j}\Big\rangle=\tilde T\Big\langle\sum_{ij}\frac{U_{iij}U_j}{m_j}\Big\rangle+\tilde T\Big\langle\sum_{ij}\frac{K_{ij}^2}{m_j}\Big\rangle .$$

A further use of (5) turns the first average on the right into $\tilde TW$. The last sum is $\operatorname{tr}(KM^{-1}K)$. The terms in $W$, $+\tilde T^2W/12$ and $-\tilde T^2W/12$, cancel, and

$$\langle\nabla_qG\cdot\nabla U\rangle=-\frac{\tilde T}{12}\langle\operatorname{tr}KM^{-1}K\rangle .$$

Inserting this into (9) and dividing by $\tilde T\langle L\rangle$ gives

$$\frac{T_{\rm conf}}{\tilde T}=1+\frac{h^2}{12}\frac{\langle\operatorname{tr}KM^{-1}K\rangle}{\langle L\rangle}+O(h^4).\tag{10}$$

The quotient of (10) and (8) is the mismatch law:

$$\frac{T_{\rm conf}}{T_{\rm kin}}-1=h^2\left[\frac{\langle\operatorname{tr}KM^{-1}K\rangle}{12\langle L\rangle}+\frac{\langle\operatorname{tr}M^{-1}K\rangle}{6n}\right]+O(h^4).\tag{11}$$

For one harmonic oscillator the bracket is $\Omega^2/12+\Omega^2/6=\Omega^2/4$, the first term of the earlier result. The first term of (11) weights stiff directions more strongly than the second. Both terms are positive: (5) with $V=\nabla U$ gives $\langle L\rangle=\langle|F|^2\rangle/T$, and with $V=M^{-1}\nabla U$ it gives $\langle\operatorname{tr}M^{-1}K\rangle=\langle F\cdot M^{-1}F\rangle/T$. Regions of negative curvature cannot reverse the sign of the mismatch at this order. Quadrature for the two-coordinate model, with $T=1$ in its reduced units, gives coefficients $0.204177$ in (10) and $-0.286037$ in (8). Both agree with the formulas to the digits shown.

The momenta in (11) are those at full steps, where positions are also known. Half-step momenta have a different mean square and would need a different law.

The Nosé–Hoover thermostat has the equations

$$\dot q=v,\qquad\dot p=F-\xi p,\qquad Q\dot\xi=p\cdot v-nT_0,$$

with target temperature $T_0$ and thermostat inertia $Q$. To see that it preserves the canonical density $\rho\propto e^{-(H+Q\xi^2/2)/T_0}$, note that the flow has divergence $-n\xi$. Along the motion $\dot H=-\xi p\cdot v$, and therefore

$$\frac{d\ln\rho}{dt}=-\frac{-\xi p\cdot v+\xi(p\cdot v-nT_0)}{T_0}=n\xi .$$

The two contributions to the continuity equation cancel. Stationarity does not establish that one trajectory explores the whole density; that requires the motion to be ergodic.

Averaging the equation for $\xi$ over a time $t$ gives $Q[\xi(t)-\xi(0)]/t=n(T_{\rm kin}-T_0)$. If $\xi$ stays bounded, the left side vanishes at long times and $T_{\rm kin}=T_0$. The thermostat enforces its own thermometer, so a correct kinetic temperature says little about the time step. By (8), the shadow temperature $\tilde T$ must then lie above $T_0$, and $T_{\rm conf}$ lies higher still. Using (11) here assumes that the discretised thermostat samples the shadow canonical density closely enough. This is not exact, since the thermostat controls $p\cdot v$ rather than $p\cdot\partial_p\tilde H$.

As an example, take a periodic chain of $N=64$ unit masses with

$$U=\sum_j\left[\tfrac12(q_{j+1}-q_j)^2+\tfrac14q_j^4\right],\qquad T_0=1 .$$

All its quantities are in reduced units. Each diagonal element of $K$ is $2+3q_j^2$, and each row has two off-diagonal elements $-1$. Thus

$$\frac{\langle L\rangle}{N}=2+3\langle q^2\rangle,\qquad\frac{\langle\operatorname{tr}K^2\rangle}{N}=6+12\langle q^2\rangle+9\langle q^4\rangle .$$

Because neighbours alone interact, the Boltzmann factor is a product of bond factors, and repeated multiplication of the corresponding matrix on a position grid gives canonical averages without dynamics. The result is $\langle q^2\rangle=0.43106$ and $\langle q^4\rangle=0.45962$. The two traces per particle are $3.2932$ and $15.309$, and the bracket in (11) is

$$\frac{15.309}{12\times3.2932}+\frac{3.2932}{6}=0.3874+0.5489=0.9363 .$$

The potential energy also has a reference value. Equation (5) with $V=q$ says that twice the spring energy plus four times the quartic energy equals $NT$. Their sum per particle is therefore $T/2-\langle q^4\rangle/4=0.5-0.1149=0.3851$.

One hundred Nosé–Hoover trajectories, started from canonical configurations and averaged over 800 time units each, give the following. The uncertainties are one standard error over trajectories, and the last column is the excess potential energy per particle over $0.3851$.

| $h$ | mismatch (%) | from (11) (%) | energy excess |
|---|---|---|---|
| 0.05 | 0.59 ± 0.42 | 0.23 | 0.0014 ± 0.0006 |
| 0.10 | 1.39 ± 0.38 | 0.94 | 0.0036 ± 0.0006 |
| 0.15 | 1.78 ± 0.41 | 2.11 | 0.0063 ± 0.0006 |
| 0.20 | 4.05 ± 0.39 | 3.75 | 0.0127 ± 0.0006 |

The kinetic temperature stays within $3\times10^{-5}$ of its target in all four runs. At $h=0.20$ the configurational temperature is $1.041$, more than ten standard errors from agreement, and the potential energy is too high by $0.0127/0.3851=3.3\%$. The sampling error is real and the kinetic thermometer does not show it. All four mismatches lie within about $1.2$ standard errors of (11), but the data do not fix its coefficient. Nor do they establish that the shadow density has been reached: in this chain a non-canonical start is forgotten over several hundred time units, comparable with the length of the runs, so the entries partly reflect the canonical starting configurations. The mode-by-mode harmonic expression, evaluated with the same averages, has the coefficient $15.309/(4\times3.2932)=1.162$ in place of $0.9363$, and it too lies within about two standard errors of every entry. At $h=0.05$ the mismatch is compatible with zero. Resolving the predicted $0.23\%$ at four standard errors needs an uncertainty near $0.06\%$, hence about $(0.42/0.06)^2\approx50$ times more independent data.

Where the shadow canonical density is sampled, (11) also selects a step. For a mismatch of $1\%$ in this chain, $h=\sqrt{0.01/0.9363}=0.103$. A thermostat that acts on each momentum separately can require a smaller step. The tolerance applies to the ratio of temperatures; another observable can have a different relative error.

A control run shows how the diagnosis can mislead. It used 32 particles, a slower thermostat and starting positions drawn from independent Gaussians, which are not canonical for this chain. At $h=0.05$ its mismatch was $7.6\pm0.5\%$, where the time step accounts for about $0.2\%$. Its energy variance was 1.26 times the canonical value. Equation (6) estimates what that excess can do. The canonical variance per particle is about $0.86$ in the longer chain, so $C\approx27$ for 32 particles. Even with a logarithmic derivative of one, (6) gives $0.26/27\approx1\%$.

The wrong spread of energies therefore does not account for the observed mismatch if each energy shell is sampled correctly. The control differs from the other runs in system size, thermostat and starting positions, so this run alone does not identify which of these matters. The starting positions are responsible: with the same size and thermostat but canonical starting configurations the large excess is absent, and from the Gaussian start it decays slowly along the run. A large mismatch can thus come from incomplete equilibration, and does not by itself indicate a large time step. Repeating a well-equilibrated run at half the step separates the causes: at small steps the part described by (11) falls by about a factor of four, if the statistical error is small enough to see it.

First-principles runs usually hold the total momentum at zero. Three momentum directions are then missing, and $n$ must be replaced by $n-3$ in $T_{\rm kin}$ and in (11); otherwise a false mismatch of $3/(n-3)$ appears. The forces are available at each step, but the Laplacian is not. It can be estimated without the full Hessian. Let $z$ have independent components $\pm1$ with equal probability, so that the mean of $z_iz_j$ is $\delta_{ij}$. The mean of $z\cdot Kz$ is then $\operatorname{tr}K=L$, and for a small displacement $\epsilon$

$$z\cdot Kz\simeq\frac{z\cdot[F(q-\epsilon z)-F(q+\epsilon z)]}{2\epsilon}.$$

This costs two additional force evaluations per sampled configuration. Incomplete electronic convergence adds another error. If the recorded force is $F+\eta$, with $\eta$ of zero mean and uncorrelated with $F$, its mean square is $\langle|F|^2\rangle+\langle|\eta|^2\rangle$. The reading then rises by $\langle|\eta|^2\rangle/\langle L\rangle$ even on correctly sampled configurations. This contribution does not fall as $h^2$, so force convergence has to be checked before a mismatch is assigned to the time step. Further digits and the intermediate values are in the numerical output that follows.

## Computed results

```
MICROCANONICAL TEST, U = r^2/2 + r^4/4 (reduced units)
energy E = 2.0
n=3: 1/kT from density of states = 0.766329
n=3: Rugh average, full gradient  = 0.766329
n=3: Rugh average, configurational = 0.766329
n=3: <F^2> = 5.461734, <L> = 8.125474
n=3: d<F^2>/dE = 3.939990
n=3: (<F^2>/<L>)/kT = 0.515106
n=2: 1/kT from density of states = 0.333333
n=2: configurational average (fails) = -0.666667
harmonic n=3: (<F^2>/<L>)/kT = 0.66667
harmonic n=30: (<F^2>/<L>)/kT = 0.96667
SHADOW HAMILTONIAN TEST, two coordinates, masses 1 and 3
max change of H at h=0.02: 2.291e-04
max change of shadow H at h=0.02: 4.956e-08
reduction on halving h: H 4.00, shadow H 16.00
canonical T_conf/T at h=0: 1.0000000000
h^2 coefficient of T_conf/T: quadrature 0.204177, formula 0.204177
h^2 coefficient of T_kin/T: quadrature -0.286037, formula -0.286037
harmonic trajectory, h*Omega=0.5: T_conf/T_kin = 1.06668, formula 1.06667
NOSE-HOOVER CHAIN (reduced units, unit mass and springs)
particles 64, replicas 100, kT = 1.0, thermostat time = 0.5
exact <q^2> = 0.43106, <q^4> = 0.45962
exact <L>/N = 3.29319, <tr K^2>/N = 15.30934
exact potential energy per particle = 0.38510
exact total-energy variance per particle = 0.85787
predicted h^2 coefficients: configurational 0.38740, kinetic 0.54887, sum 0.93626
production time per replica = 800
control h=0.05, 32 particles, thermostat time 1.0, Gaussian start:
  mismatch = 7.550 +- 0.507 %, energy variance/canonical = 1.2623
h=0.05: T_kin = 1.00000, T_conf = 1.00593, energy variance/canonical = 0.9938
  mismatch = 0.593 +- 0.421 %, predicted 0.234 %
  potential energy bias per particle = 0.00138 +- 0.00063
h=0.10: T_kin = 1.00001, T_conf = 1.01394, energy variance/canonical = 0.9718
  mismatch = 1.393 +- 0.379 %, predicted 0.936 %
  potential energy bias per particle = 0.00360 +- 0.00058
h=0.15: T_kin = 0.99998, T_conf = 1.01776, energy variance/canonical = 1.0702
  mismatch = 1.778 +- 0.411 %, predicted 2.107 %
  potential energy bias per particle = 0.00628 +- 0.00064
h=0.20: T_kin = 0.99999, T_conf = 1.04051, energy variance/canonical = 1.0461
  mismatch = 4.052 +- 0.387 %, predicted 3.745 %
  potential energy bias per particle = 0.01269 +- 0.00061
leading-order time step for 1% mismatch = 0.1033
```
